\section*{Why a Silent Spin-Resonance Spectrum Does Not Exclude Traps in a Nitride}

\section{The number that goes into the simulation}

A simulation of a charge-trap memory cell needs a trap density for its nitride layer. Suppose that electron spin resonance (ESR) on the film shows no signal. One may then set the trap density to the number of spins the spectrometer could just have detected, divided by the film volume. The stored charge, the programming window and the leakage through traps all inherit that choice.

The reasoning behind it is respectable. A typical trap is a broken bond, such as a silicon atom in silicon nitride that lacks one neighbour. The neutral broken bond holds one electron, one electron has an unpaired spin, and ESR counts unpaired spins. No spins, then, seems to mean no broken bonds.

The weak link is the assumption that the traps are in the one-electron state. A trap is useful to a memory because it can hold different numbers of electrons, and with zero or two electrons in its orbital it has no spin. For traps that do not share electrons, silence therefore establishes only
\begin{equation}
N<\frac{S_{\min}}{p_1},
\label{bound}
\end{equation}
where $N$ is the number of traps, $S_{\min}$ the smallest detectable number of spins and $p_1$ the fraction of traps that hold one electron. The naive reading sets $p_1=1$. The first task is to find $p_1$ for a single site. The second is to see how two sites that share electrons can be silent even when each holds one.

\section{One site and its lattice}

Take one orbital of energy $\varepsilon$, measured from the conduction edge, with repulsion $U>0$ between two electrons in it. The surrounding atoms are represented by one coordinate $q$ of stiffness $k$, and each electron pulls on it with force $F$. The algebra uses atomic units, so $\hbar=1$. With $n=0,1,2$ electrons the energy is
\begin{equation}
E_n(q)=\varepsilon n+U\delta_{n,2}+\tfrac12kq^2-Fqn .
\end{equation}
For a broken bond these occupations are the positive, neutral and negative centre. Completing the square gives
\begin{equation}
E_n(q)=\varepsilon n+U\delta_{n,2}-\lambda n^2+\tfrac12k\Big(q-\frac{Fn}{k}\Big)^2,\qquad \lambda=\frac{F^2}{2k}.
\label{square}
\end{equation}
The relaxed energies are the values at $q=Fn/k$:
\begin{equation}
E_0=0,\qquad E_1=\varepsilon-\lambda,\qquad E_2=2\varepsilon+U-4\lambda .
\end{equation}
The relaxation energy grows as $n^2$, because two electrons pull twice as hard and also displace the atoms twice as far. Now move one electron between two distant neutral centres, leaving one empty and one doubly filled. The cost is
\begin{equation}
U_{\rm eff}=E_2+E_0-2E_1=(2\varepsilon+U-4\lambda)-(2\varepsilon-2\lambda)=U-2\lambda .
\end{equation}
If $2\lambda>U$ the cost is negative and the centre is called a negative-$U$ centre. The bare repulsion is still positive; the lattice more than repays it.

The trap levels are the energies at which successive electrons are added, $E_1-E_0$ and $E_2-E_1$. They differ by $U_{\rm eff}$, so for a negative-$U$ centre the second electron is bound more deeply than the first.

\section{The spin fraction at any Fermi level}

Let the site exchange electrons with a reservoir at Fermi level $\mu$ and temperature $T$, and write $\beta=1/(k_{\rm B}T)$. By \eqref{square} the lattice potential has the same shape for each $n$ and is merely displaced, so vibrations multiply all three statistical weights by the same factor, which cancels. The one-electron state counts twice, for spin up and spin down. With $a=e^{-\beta E_1}$, $b=e^{-\beta E_2}$ and $x=e^{\beta\mu}$,
\begin{equation}
p_1=\frac{2ax}{1+2ax+bx^2}=\frac{2a}{2a+x^{-1}+bx}.
\end{equation}
Measure the Fermi level from the midpoint of the two levels, $\mu=E_2/2+\delta$. Then $x=e^{\beta\delta}/\sqrt b$, and $x^{-1}+bx=2\sqrt b\cosh\beta\delta$. The remaining ratio is
\begin{equation}
\frac{\sqrt b}{a}=e^{-\beta(E_2/2-E_1)}=e^{-\beta U_{\rm eff}/2},
\end{equation}
and therefore
\begin{equation}
p_1=\frac{1}{1+e^{-\beta U_{\rm eff}/2}\cosh\beta\delta}\;\le\;p_{\max}=\frac{1}{1+e^{-\beta U_{\rm eff}/2}} .
\label{p1}
\end{equation}
The bound follows from $\cosh\beta\delta\ge1$ and is reached at the midpoint.

The mean charge behaves quite differently. Since $p_0+p_1+p_2=1$, the mean electron number is $\bar n=p_1+2p_2=1+p_2-p_0$, or
\begin{equation}
\bar n=1+\frac{bx-x^{-1}}{2a+x^{-1}+bx}
=1+\frac{\sinh\beta\delta}{\cosh\beta\delta+e^{\beta U_{\rm eff}/2}} .
\end{equation}
For strongly negative $U_{\rm eff}$ the last exponential is negligible and $\bar n\approx1+\tanh\beta\delta$. The site passes from empty to doubly filled within a few $k_{\rm B}T$ of the midpoint, and at no point on the way is it likely to carry a spin.

Equation \eqref{p1} also contains a second kind of silence. For positive $U_{\rm eff}\gg k_{\rm B}T$ the site has a spin while $|\delta|<U_{\rm eff}/2$, that is, while the Fermi level lies between its two levels. Well outside that interval the hyperbolic cosine wins and $p_1$ is small again. An ordinary trap that is simply empty, or simply full, is silent too.

The reservoir is not essential. From the same weights,
\begin{equation}
\frac{p_0p_2}{p_1^2}=\frac{b}{4a^2}=\tfrac14e^{-\beta U_{\rm eff}} .
\end{equation}
In a large closed collection with one electron per centre, $p_0=p_2=(1-p_1)/2$. Inserting this and taking the positive square root gives $(1-p_1)/p_1=e^{-\beta U_{\rm eff}/2}$, which is $p_{\max}$ again. The activation energy is half of $|U_{\rm eff}|$ because breaking one pair costs $|U_{\rm eff}|$ and produces two spins.

\section{Numbers for one site}

Take round model parameters, not fitted to any nitride: $U=1.5$ eV, $F=4$ eV/\AA, $k=8$ eV/\AA$^2$ and $\varepsilon=-0.5$ eV. Then
\begin{equation}
\lambda=\frac{4^2}{2\times8}=1.0\ \text{eV},\qquad U_{\rm eff}=1.5-2.0=-0.5\ \text{eV},
\end{equation}
or $-0.018$ hartree. The relaxed energies are $E_1=-1.5$ eV and $E_2=-1.0+1.5-4.0=-3.5$ eV. The first electron is bound by 1.5 eV and the second by 2.0 eV, so these are deep traps. At 300 K, $k_{\rm B}T=0.02585$ eV and
\begin{equation}
p_{\max}=\frac{1}{1+e^{0.25/0.02585}}=6.3\times10^{-5}.
\end{equation}
At the most favourable Fermi level, about one centre in sixteen thousand has a spin. When the Fermi level rises from 0.15 eV below the midpoint to 0.15 eV above it, the mean occupation goes from 0.00002 to 1.99998 electrons, while the spin fraction at both ends is $3.8\times10^{-7}$. The trap has taken up two electrons and ESR has nothing to show for it.

Doubling the stiffness to $k=16$ eV/\AA$^2$ halves $\lambda$ to 0.5 eV and turns $U_{\rm eff}$ into $+0.5$ eV. At its midpoint this site has $p_1=0.99994$, and here the naive reading is right. Raise the Fermi level by 0.5 eV, however, which puts it 0.25 eV above the upper level, and the fraction falls to $1.3\times10^{-4}$.

\section{Two electrons on two sites}

Broken bonds can also lie close enough together to share electrons. Let $t$ be the hopping amplitude between two equal sites, and hold the lattice rigid at first. Count energies from that of one electron on each site. With $c^\dagger_{i\sigma}$ creating an electron of spin $\sigma$ on site $i$, the singlet states are
\begin{align}
|20\rangle&=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle,\qquad
|02\rangle=c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle,\\
|c\rangle&=\tfrac{1}{\sqrt2}\big(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\big)|0\rangle .
\end{align}
Hopping moves either electron of $|20\rangle$ to site 2, which produces both terms of $|c\rangle$ with amplitude $-t$ each. Hence $\langle c|H|20\rangle=-\sqrt2\,t$, and likewise for $|02\rangle$. The even combination $|+\rangle=(|20\rangle+|02\rangle)/\sqrt2$ has energy $U$ and couples to $|c\rangle$ with $-2t$. The odd combination does not couple and stays at $U$. The coupled pair obeys
\begin{equation}
E(E-U)-4t^2=0,\qquad E=\tfrac12\Big(U\pm\sqrt{U^2+16t^2}\Big).
\end{equation}
The lower root is $-J$ and the upper one $U+J$, with
\begin{equation}
J=\tfrac12\Big(\sqrt{U^2+16t^2}-U\Big)\approx\frac{4t^2}{U}\quad(t\ll U).
\end{equation}
In the triplet the spins are parallel, and the Pauli principle forbids either electron to hop onto the other's site. Its energy is zero. The ground state is thus a singlet, by the margin $J$, although the repulsion is positive and the electrons sit mostly on different sites.

Whether this pair is silent depends on temperature. Take the signal to be the integrated intensity, proportional to the static spin susceptibility. A weak field that couples to $S_z$ induces a moment proportional to $\beta\langle S_z^2\rangle$, because $S_z$ commutes with the Hamiltonian. Of the six two-electron states, two triplet states have $S_z^2=1$ and the rest have zero, so
\begin{equation}
\langle S_z^2\rangle=\frac{2}{3+e^{\beta J}+e^{-\beta U}+e^{-\beta(U+J)}} .
\end{equation}
Two free spins give $2\times\frac14=\frac12$. The signal relative to them is
\begin{equation}
r=\frac{4}{3+e^{\beta J}+e^{-\beta U}+e^{-\beta(U+J)}} .
\end{equation}

For $U=1.5$ eV and $t=0.2$ eV, $J=(\sqrt{2.25+0.64}-1.5)/2=0.10$ eV, or 0.0037 hartree. At 300 K this gives $r=0.079$: the signal is weakened, not absent. At 77 K it is $1.1\times10^{-6}$. Cooling, which strengthens the signal of free spins, removes this one.

With $t=0.01$ eV the gap is only 0.00027 eV, and $r$ is 0.997 at 300 K and still 0.990 at 77 K. That two defect electrons could pair is therefore not enough to hide them. Silence requires $k_{\rm B}T\ll J$, and distant broken bonds with positive $U_{\rm eff}$ do not meet this condition at the temperatures considered here.

\section{Letting the pair relax}

Now give each site its coordinate, $q_{1,2}=Q\pm s$. With two electrons present, the lattice terms become
\begin{equation}
\tfrac k2(q_1^2+q_2^2)-F(q_1n_1+q_2n_2)=kQ^2-2FQ+ks^2-Fs(n_1-n_2).
\end{equation}
The terms in $Q$ do not depend on how the electrons are arranged. They shift singlet and triplet equally and can be dropped. What matters is the distortion $s$, which favours unequal charges.

The triplet has $n_1=n_2=1$, feels no force along $s$, and keeps its minimum energy of zero. For the singlet, the rigid-lattice state at $s=0$ is one allowed trial state, with energy $-J$. Relaxation can only lower the true minimum, so in this model the singlet-triplet gap is at least $J$ for any $\lambda$. The argument survives quantized vibrations. Multiply the rigid singlet by the vibrational ground state: its mean site charges are equal, the coupling averages to zero, and the energy is $-J$ plus the zero-point energy that the triplet also has.

How far the gap exceeds $J$ depends on $U_{\rm eff}$. Without hopping, $|20\rangle$ has energy $U+ks^2-2Fs$, with its minimum at $s=F/k$ and the value $U-F^2/k=U-2\lambda=U_{\rm eff}$. At this distortion $2Fs=4\lambda$, so $|c\rangle$ lies above $|20\rangle$ by $4\lambda-U$. Weak hopping lowers $|20\rangle$ by $(\sqrt2\,t)^2/(4\lambda-U)$. The energy is stationary in $s$, so readjusting the distortion matters only at order $t^4$. When $-U_{\rm eff}$ is well above $J$, so that the distorted state is clearly the lowest,
\begin{equation}
\Delta\approx-U_{\rm eff}+\frac{2t^2}{4\lambda-U}.
\end{equation}
With $\lambda=1.0$ eV and $t=0.2$ eV this is $0.5+0.08/2.5=0.532$ eV. Diagonalizing the two-electron Hamiltonian on a grid of distortions and taking the lowest energy also gives 0.532 eV, or 0.0196 hartree. Adding a quantized vibration of 0.05 eV, in a basis of 160 vibrational states, gives 0.533 eV.

At the minimum the sites hold 1.987 and 0.013 electrons. The small remainder is the admixture of $|c\rangle$, to leading order $2t^2/(4\lambda-U)^2=0.08/6.25=0.013$. Softening the lattice has changed the nature of the pair, from two electrons with opposed spins on two sites to two electrons on one site. It has also raised the gap from 0.10 eV to 0.53 eV, about twenty times $k_{\rm B}T$ at room temperature.

\section{When a hidden trap shows itself}

Add one electron to the rigid pair, or remove one. An odd number of electrons has half-integer total spin, so the spins cannot cancel. A pair with a single electron gives the full signal of one free spin. A signal that appears on charging may therefore come from traps that were there all along. Soft pairs in equilibrium give hardly any such signal. Two of them with three electrons each gain about $|U_{\rm eff}|$ by becoming one pair with two electrons and one with four, and the spins are gone again.

Light can also break a pair, for instance by lifting one electron into the conduction band, from where a distant site may catch it. This route does not rely on hopping between the two sites. To see what keeps the electrons apart afterwards, consider two soft sites so weakly coupled that $t$ can be neglected in the energies. From the relaxed $|20\rangle$, a direct transfer at fixed atomic positions would cost $4\lambda-U=2.5$ eV, five times the relaxed difference $|U_{\rm eff}|=0.5$ eV. Once the electrons are separated, by whatever route, the atoms relax to $s=0$. To return by thermal activation, the system must reach the distortion at which the two energy curves cross:
\begin{equation}
ks^2=U+ks^2-2Fs\;\Rightarrow\; s=\frac{U}{2F},\qquad
ks^2=\frac{kU^2}{4F^2}=\frac{U^2}{8\lambda}.
\end{equation}
The crossing lies between the two minima if $0<U<4\lambda$. Here the barrier is $2.25/8=0.28$ eV, which is large compared with $k_{\rm B}T=0.0066$ eV at 77 K. Thermal return is thus frozen out in the cold. The atoms can also tunnel through the barrier, and cooling does not stop this. For weak coupling the rate of such returns is proportional to $t^2$, so a separated singlet lasts only if the sites are distant enough to make $t$ extremely small. A separated triplet has no matrix element to the singlet $|20\rangle$ and cannot return in this model; in a real film it can do so once spin relaxation has turned it into a singlet. Once their spins are no longer locked in a singlet, they can be seen. The estimate fails for $t=0.2$ eV, where the coupling $\sqrt2\,t=0.28$ eV at the crossing is as large as the barrier itself.

Such a signal does not contradict \eqref{p1}, which holds in equilibrium. By the same token, \eqref{p1} cannot be applied at the measuring temperature if the electrons can no longer redistribute among the traps, whether after programming, illumination or cooling from a hot process step. For deep traps this is a real concern. With an assumed attempt rate of $10^{13}$ s$^{-1}$, thermal release over 1.5 eV at 300 K takes about $10^{12}$ s, so equilibrium at that temperature requires a faster route, such as tunnelling. Otherwise a slowly cooled film keeps roughly the spin fraction of the temperature at which the exchange stopped.

\section{What the silent film may contain}

Return to the memory layer. Let the film be 50 \AA\ thick, with an area of $10^{16}$ \AA$^2$ (1 cm$^2$) and a density of $10^{-5}$ \AA$^{-3}$ of the soft negative-$U$ centres. It contains
\begin{equation}
N=10^{-5}\times50\times10^{16}=5\times10^{12}
\end{equation}
traps, which take up $10^{13}$ electrons between empty and full. In equilibrium at 300 K they show at most $5\times10^{12}\times6.3\times10^{-5}=3.2\times10^{8}$ spins. For a spectrometer with a chosen detection limit of $10^{11}$ spins, the film is silent by a factor of about three hundred. Had the exchange of electrons stopped at 500 K during cooling, $p_{\max}$ would be $3.0\times10^{-3}$ and the film would show at most $1.5\times10^{10}$ spins, which is still below the limit. The margin shrinks quickly if the exchange stops earlier in the cooling: $7.8\times10^{10}$ spins for 700 K, and the limit itself is reached near 750 K.

The naive reading of that silence is $N<10^{11}$, fifty times below the number of traps actually present. The reading that \eqref{bound} permits, for equilibrium at 300 K with the Fermi level at the midpoint, is
\begin{equation}
N<\frac{10^{11}}{6.3\times10^{-5}}=1.6\times10^{15}.
\end{equation}
This number corresponds to about $3\times10^{-3}$ \AA$^{-3}$, a spacing near 7 \AA, at which the traps can hardly be treated as independent, so it marks the absence of a useful bound and is not a possible density. Away from the midpoint $p_1$ is smaller and the limit is looser still. For traps of this kind in equilibrium at 300 K, the null result hardly constrains the simulation.

The model has one orbital per site and leaves out disorder, spin-orbit coupling and line broadening, and it does not decide which defects of a real nitride have negative $U_{\rm eff}$. It also leaves out the Coulomb interaction between charged centres. With a relative permittivity of 7 this is about 0.5 eV at 4 \AA\ and 0.045 eV at the 46 \AA\ spacing of the film, so it would change the numbers for close pairs substantially, and the stored charge would shift the levels by a few tenths of an eV across the film. It does settle the logic. A trap density taken from a silent spectrum presupposes how much signal each trap gives, and that needs evidence of its own: the sign of $U_{\rm eff}$ and its size against $k_{\rm B}T$, the position of the Fermi level, whether the traps have reached equilibrium and, for close pairs, the size of $J$ against $k_{\rm B}T$. Without it, a measurement that counts charge is the better guide, with two cautions: it sees only traps whose filling changes, and its count must be divided by the number of electrons each trap takes up, which is two for the soft centre in equilibrium. After fast programming it can be closer to one: in the model a singly filled centre must distort from $q=0.5$ \AA\ to $q=(\varepsilon+U)/F=0.25$ \AA\ to capture a second electron from the conduction edge, a classical barrier of 0.25 eV against 0.06 eV for the first.
